# Second Sound in a Crystal with Several Debye Branches: a program that tests the result

```python
"""
Result under test: second sound in a gas of phonons with several isotropic
Debye branches (omega = v_i k), sharing one temperature and one drift velocity:
    c^2 = (1/3) * sum(v_i^-3) / sum(v_i^-5).
Symbols: v = branch speeds, one entry per polarization; c = second-sound speed;
T = temperature; u = drift velocity; q = wavevector of the heat wave;
tau_N = normal (momentum-conserving) time; tau_R = momentum-loss time;
x = hbar omega / (k_B T); mu = cosine between phonon and heat wavevectors.
Kinetic calculations use mm and microseconds, so speeds are in km/s.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.constants import hbar, k as k_B, pi


def closed_speed(v):
    return np.sqrt(np.sum(v**-3.0) / (3 * np.sum(v**-5.0)))


def close(a, b, tolerance):
    return abs(a - b) <= tolerance * abs(b)


# Rough typical inputs for a sodium-fluoride-like crystal
C11, C12, C44 = 110e9, 23e9, 29e9       # Pa
mass_density = 2850.0                   # kg/m^3
lattice_constant = 0.46e-9              # m, four formula units per cube
gruneisen = 1.5
T_example = 15.0                        # K
length = 8.0                            # mm
frequency = 0.3                         # MHz
tau_N, tau_R = 0.05, 5.0                # microseconds
delta_T = 0.1                           # K

bulk = (C11 + 2 * C12) / 3
shear = (C11 - C12 + 3 * C44) / 5
v_L = np.sqrt((bulk + 4 * shear / 3) / mass_density) / 1000
v_T = np.sqrt(shear / mass_density) / 1000
speeds = np.array([v_L, v_T, v_T])
c = closed_speed(speeds)


# Moments of the complete drifting Bose distribution, hbar = k_B = 1
def moments(v, T, u):
    nodes, weights = leggauss(140)
    mu, w_mu = leggauss(16)
    total = np.zeros(4)
    for speed in v:
        kk = (30 * (nodes + 1) / speed)[:, None]
        wk = (30 * weights / speed)[:, None]
        n = 1 / np.expm1(kk * (speed - u * mu) / T)
        measure = kk**2 * wk * w_mu * n / (2 * pi)**2
        energy, momentum = speed * kk, kk * mu
        total += [np.sum(measure * energy), np.sum(measure * momentum),
                  np.sum(measure * energy * speed * mu),
                  np.sum(measure * momentum * speed * mu)]
    return total                         # energy, momentum and their fluxes


for v_test in (speeds, np.array([1.0, 1.7, 3.0])):
    h = 1e-3
    by_T = (moments(v_test, 1 + h, 0) - moments(v_test, 1 - h, 0)) / (2 * h)
    by_u = (moments(v_test, 1, h) - moments(v_test, 1, -h)) / (2 * h)
    heat_capacity, pressure_slope = by_T[0], by_T[3]
    drift_density, energy_flux_slope = by_u[1], by_u[2]
    # finite differences have relative errors of order h^2
    assert close(heat_capacity, 2*pi**2/15*np.sum(v_test**-3), 1e-5)
    assert close(drift_density, 2*pi**2/45*np.sum(v_test**-5), 1e-5)
    assert close(energy_flux_slope, heat_capacity / 3, 1e-5)
    assert close(pressure_slope, heat_capacity / 3, 1e-5)
    c_moments = np.sqrt(energy_flux_slope * pressure_slope
                        / (heat_capacity * drift_density))
    assert close(c_moments, closed_speed(v_test), 1e-5)
    if v_test is speeds:
        c_from_distribution = c_moments

# Linearized Boltzmann equation on branch, energy and angle nodes
mu_nodes, mu_weights = leggauss(8)
x_nodes, x_weights = leggauss(10)
x_nodes, x_weights = 10 * (x_nodes + 1), 10 * x_weights
branch, ix, im = [a.ravel() for a in np.meshgrid(
    np.arange(3), np.arange(10), np.arange(8), indexing="ij")]
vb, x, mu = speeds[branch], x_nodes[ix], mu_nodes[im]
root_weight = np.sqrt(x**2 * x_weights[ix] * mu_weights[im]
                      / (4 * np.sinh(x / 2)**2 * vb**3))
energy_vector = root_weight * x
momentum_vector = root_weight * x * mu / vb
identity = np.eye(len(x))


def projector(vectors):
    basis = np.linalg.qr(np.array(vectors).T)[0]
    return basis @ basis.T


def slow_modes(collision, q, count):
    values, vectors = np.linalg.eig(-1j * q * np.diag(vb * mu) - collision)
    order = np.argsort(abs(values))[:count]
    return values[order], vectors[:, order]


Q_normal = identity - projector([energy_vector, momentum_vector])
rates = 1000 * np.random.default_rng(4).uniform(0.3, 3.0, len(x))
values, vectors = slow_modes(Q_normal @ (rates[:, None] * Q_normal), 1.0, 2)
c_kinetic = np.mean(abs(values.imag))
assert close(c_kinetic, c, 2e-4)
mode = vectors[:, 0]
relative_T = energy_vector @ mode / (energy_vector @ energy_vector)
drift = momentum_vector @ mode / (momentum_vector @ momentum_vector)
assert close(abs(drift / relative_T), 3 * c, 5e-3)

# Branches that never exchange energy or momentum carry separate waves
separate = []
for b in range(3):
    separate += [energy_vector * (branch == b), momentum_vector * (branch == b)]
Q_separate = identity - projector(separate)
values, _ = slow_modes(1000 * Q_separate, 1.0, 6)
found = np.sort(abs(values.imag))
assert np.allclose(found, np.sort(np.repeat(speeds, 2)) / np.sqrt(3), rtol=1e-3)

# Damping by normal collisions with one common rate
c_D2 = np.sum(1 / speeds) / (3 * np.sum(speeds**-3))


def normal_damping(q, tau):
    return q**2 * tau / 2 * (c_D2 - c**2 + 4 * c**2 / 5)


values, _ = slow_modes(1000 * Q_normal, 1.0, 2)
assert close(-np.mean(values.real), normal_damping(1.0, 1e-3), 1e-3)

# Elastic momentum loss: keeps only the isotropic part at each energy
Q_elastic = identity - projector([root_weight * (ix == j) for j in range(10)])
for loss_rate in (2.0, 10.0):            # propagating and overdamped
    values, _ = slow_modes(2000 * Q_normal + loss_rate * Q_elastic, 1.0, 2)
    # finite normal rate leaves corrections of order 1e-3
    assert close(-np.sum(values).real, loss_rate, 4e-3)
    assert close(np.prod(values).real, c**2, 4e-3)
    is_wave = np.max(abs(values.imag)) > 1e-3
    assert is_wave == (2 * c / loss_rate > 1)

q_example = 2 * pi * frequency / c
values, _ = slow_modes(Q_normal / tau_N + Q_elastic / tau_R, q_example, 2)
c_finite = np.mean(abs(values.imag)) / q_example
decay_kinetic = -np.mean(values.real)
decay_N, decay_R = normal_damping(q_example, tau_N), 1 / (2 * tau_R)
# the formula omits higher powers of q v tau_N, here up to about 0.3
assert close(decay_kinetic, decay_N + decay_R, 0.10)


# Cubic elastic anisotropy
def cubic_speed(c11, c12, c44):
    z, wz = leggauss(40)
    phi = 2 * pi * (np.arange(80) + 0.5) / 80
    zz, pp = [a.ravel() for a in np.meshgrid(z, phi, indexing="ij")]
    w = np.repeat(wz, 80)[:, None] / 160
    s = np.sqrt(1 - zz**2)
    n = np.array([s * np.cos(pp), s * np.sin(pp), zz]).T
    D = (c12 + c44) * n[:, :, None] * n[:, None, :]
    dD = np.zeros_like(D)                # derivative along the first axis
    for i in range(3):
        D[:, i, i] = c11 * n[:, i]**2 + c44 * (1 - n[:, i]**2)
        dD[:, i, i] = 2 * (c11 if i == 0 else c44) * n[:, 0]
    for j in (1, 2):
        dD[:, 0, j] = dD[:, j, 0] = (c12 + c44) * n[:, j]
    squares, e = np.linalg.eigh(D / mass_density / 1e6)
    v = np.sqrt(squares)
    group = np.einsum("nib,nij,njb->nb", e, dD / mass_density / 1e6, e) / (2*v)
    nx = n[:, :1]
    flux = np.sum(w * v**-4 * group * nx)
    direct = np.sqrt(flux**2 / (np.sum(w * v**-3) * np.sum(w * v**-5 * nx**2)))
    averaged = np.sqrt(np.sum(w * v**-3) / (3 * np.sum(w * v**-5)))
    return direct, averaged


direct, c_cubic = cubic_speed(C11, C12, C44)
assert close(direct, c_cubic, 1e-6)
isotropic_direct, _ = cubic_speed(bulk + 4*shear/3, bulk - 2*shear/3, shear)
assert close(isotropic_direct, c, 1e-6)

# Sine dispersion inside a Debye sphere, SI units
k_D = (6 * pi**2 * 4 / lattice_constant**3)**(1 / 3)


def dispersive_speed(v, T):
    nodes, weights = leggauss(300)
    flux = capacity = inertia = 0.0
    for speed in 1000 * v:
        k_max = min(k_D, 80 * k_B * T / (hbar * speed))
        kk, wk = k_max * (nodes + 1) / 2, k_max * weights / 2
        omega = speed * 2 * k_D / pi * np.sin(pi * kk / (2 * k_D))
        group = speed * np.cos(pi * kk / (2 * k_D))
        f = wk * kk**2 / (4 * np.sinh(hbar * omega / (2 * k_B * T))**2)
        flux += np.sum(f * omega * kk * group) / 3
        capacity += np.sum(f * omega**2)
        inertia += np.sum(f * kk**2) / 3
    return flux / np.sqrt(capacity * inertia) / 1000


one = np.array([v_T])
shift = dispersive_speed(one, 1.0) / closed_speed(one) - 1
thermal_ratio = k_B * 1.0 / (hbar * 1000 * v_T * k_D)
assert close(shift, -5 * pi**4 / 14 * thermal_ratio**2, 0.01)
assert close(dispersive_speed(speeds, 1.0), c, 1e-3)

# Worked numbers
inv3, inv5 = speeds**-3, speeds**-5
C_volume = 2*pi**2/15 * k_B**4*T_example**3/hbar**3 * np.sum(inv3) * 1e-9
rho_drift = 2*pi**2/45 * k_B**4*T_example**4/hbar**3 * np.sum(inv5) * 1e-15
assert close(np.sqrt(T_example * C_volume / (9 * rho_drift)) / 1000, c, 1e-10)
c_mean = (3 / np.sum(inv3))**(1 / 3) / np.sqrt(3)
transit = length / c
u_wave = 3 * 1000 * c * delta_T / T_example
heat_flux = 1000 * c * C_volume * delta_T
expansion = gruneisen**2 * C_volume * T_example / bulk


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("Rough NaF-like inputs")
show("C11", C11 / 1e9, "GPa")
show("C12", C12 / 1e9, "GPa")
show("C44", C44 / 1e9, "GPa")
show("mass density", mass_density, "kg/m^3")
show("lattice constant", lattice_constant * 1e9, "nm")
show("Grueneisen parameter", gruneisen)
show("temperature", T_example, "K")
show("path length", length, "mm")
show("heat-wave frequency", frequency, "MHz")
show("normal time tau_N", tau_N, "us")
show("momentum-loss time tau_R", tau_R, "us")
show("temperature amplitude", delta_T, "K")
print("Ideal result")
show("Voigt bulk modulus", bulk / 1e9, "GPa")
show("Voigt shear modulus", shear / 1e9, "GPa")
show("longitudinal speed", v_L, "km/s")
show("transverse speed (two branches)", v_T, "km/s")
show("sum v^-3", np.sum(inv3), "(km/s)^-3")
show("sum v^-5", np.sum(inv5), "(km/s)^-5")
show("longitudinal share of heat capacity", 100*inv3[0]/np.sum(inv3), "%", 3)
show("longitudinal share of drift density", 100*inv5[0]/np.sum(inv5), "%", 3)
show("second-sound speed, formula", c, "km/s", 5)
show("same, drifting distribution", c_from_distribution, "km/s", 5)
show("same, kinetic eigenmode", c_kinetic, "km/s", 5)
show("isolated longitudinal wave", v_L / np.sqrt(3), "km/s")
show("isolated transverse wave", v_T / np.sqrt(3), "km/s")
show("Debye-mean-speed estimate", c_mean, "km/s")
show("its excess over formula", 100 * (c_mean / c - 1), "%", 3)
show("heat capacity", C_volume, "J/(m^3 K)")
show("drift density rho", rho_drift, "kg/m^3")
show("transit time", transit, "us")
show("drift velocity amplitude", u_wave, "m/s")
show("heat-flux amplitude", heat_flux / 1e4, "W/cm^2")
print("Neglected effects")
show("Debye wavevector", k_D / 1e9, "1/nm")
for T in (5.0, 15.0, 30.0):
    change = 100 * (dispersive_speed(speeds, T) / c - 1)
    show(f"dispersion shift of speed at {T:g} K", change, "%", 3)
show("speed with cubic anisotropy", c_cubic, "km/s")
show("anisotropy shift", 100 * (c_cubic / c - 1), "%", 3)
show("Omega tau_N", 2 * pi * frequency * tau_N, "", 3)
show("Omega tau_R", 2 * pi * frequency * tau_R, "", 3)
show("heat wavelength", c / frequency, "mm", 3)
show("transverse normal free path", v_T * tau_N, "mm", 3)
show("finite-time shift of speed", 100 * (c_finite / c - 1), "%", 3)
show("normal damping rate, formula", decay_N, "1/us", 3)
show("momentum-loss damping rate", decay_R, "1/us", 3)
show("total damping rate, kinetic", decay_kinetic, "1/us", 3)
show("amplitude left after transit", np.exp(-decay_kinetic * transit), "", 3)
show("thermal-expansion coupling", expansion, "", 2)
print("ALL CHECKS PASSED")
```

Running it gives:

```
Rough NaF-like inputs
C11: 110 GPa
C12: 23 GPa
C44: 29 GPa
mass density: 2850 kg/m^3
lattice constant: 0.46 nm
Grueneisen parameter: 1.5
temperature: 15 K
path length: 8 mm
heat-wave frequency: 0.3 MHz
normal time tau_N: 0.05 us
momentum-loss time tau_R: 5 us
temperature amplitude: 0.1 K
Ideal result
Voigt bulk modulus: 52 GPa
Voigt shear modulus: 34.8 GPa
longitudinal speed: 5.876 km/s
transverse speed (two branches): 3.494 km/s
sum v^-3: 0.0518 (km/s)^-3
sum v^-5: 0.003982 (km/s)^-5
longitudinal share of heat capacity: 9.52 %
longitudinal share of drift density: 3.59 %
second-sound speed, formula: 2.0825 km/s
same, drifting distribution: 2.0825 km/s
same, kinetic eigenmode: 2.0825 km/s
isolated longitudinal wave: 3.392 km/s
isolated transverse wave: 2.017 km/s
Debye-mean-speed estimate: 2.234 km/s
its excess over formula: 7.26 %
heat capacity: 7128 J/(m^3 K)
drift density rho: 0.002739 kg/m^3
transit time: 3.841 us
drift velocity amplitude: 41.65 m/s
heat-flux amplitude: 148.4 W/cm^2
Neglected effects
Debye wavevector: 13.45 1/nm
dispersion shift of speed at 5 K: -0.677 %
dispersion shift of speed at 15 K: -8.31 %
dispersion shift of speed at 30 K: -41.6 %
speed with cubic anisotropy: 2.031 km/s
anisotropy shift: -2.48 %
Omega tau_N: 0.0942
Omega tau_R: 9.42
heat wavelength: 6.94 mm
transverse normal free path: 0.175 mm
finite-time shift of speed: -0.0495 %
normal damping rate, formula: 0.0801 1/us
momentum-loss damping rate: 0.1 1/us
total damping rate, kinetic: 0.179 1/us
amplitude left after transit: 0.502
thermal-expansion coupling: 4.6e-06
ALL CHECKS PASSED
```
